Mass-Defect Local Modes: Threshold in Three Dimensions, None in a Chain

**1. A light atom in a chain**

Take an infinite chain of atoms of mass M joined by springs K, with one displacement u_n per atom. Replace atom 0 by one of mass (1−ε)M and leave the springs as they are. A light defect has 0 < ε < 1. For motion at frequency ω put s = ω², measured in units of K/M. Newton's equations are

s u_n = 2u_n − u_{n+1} − u_{n−1} for n ≠ 0,
(1−ε)s u_0 = 2u_0 − u_1 − u_{−1}. (1)

Without the defect, u_n = e^{ikn} gives s = 2(1−cos k), a band from 0 to 4. At the top, k = π and neighbours move in opposition. For a mode above the band, try the same alternation with a decaying amplitude, u_n = u_0(−r)^{|n|} with 0 < r < 1. Equations (1) become

s = 2 + r + 1/r = (1+r)²/r, (1−ε)s = 2(1+r). (2)

Substituting the first into the second and cancelling 1+r gives (1−ε)(1+r) = 2r, so

r = (1−ε)/(1+ε). (3)

Then 1+r = 2/(1+ε), and the first of equations (2) gives

s = [4/(1+ε)²]·[(1+ε)/(1−ε)] = 4/(1−ε²). (4)

This exceeds 4 for every ε between 0 and 1. However small the mass deficit, the chain has a local mode.

The defect's share W of the kinetic energy measures the localization. All atoms have the same frequency, so each contributes in proportion to its mass times u_n². The other atoms contribute 2(r²+r⁴+…) = 2r²/(1−r²). Since 1−r² = 4ε/(1+ε)², this equals (1−ε)²/(2ε), and

W = (1−ε)/[(1−ε) + (1−ε)²/(2ε)] = 2ε/(1+ε). (5)

A weak defect therefore binds a mode that is spread over many atoms.

In three dimensions no single exponential solves the equations around the defect. The host's response to a disturbance at one site takes its place.

**2. The secular equation**

Consider a stable harmonic crystal with one atom of mass M per cell, and let u_l be the displacement vector of atom l. The force constants form a matrix Φ, and D = Φ/M has the squared host frequencies ω_j²(k) as eigenvalues, where j labels the branches. Let s_m be the largest of them. The atom at l = 0 has mass (1−ε)M, and Φ is unchanged. The equation of motion is

(1−ε δ_{l0}) s u_l = Σ_{l'} D_{ll'} u_{l'}.

Moving the defect term to the right gives

Σ_{l'} (s−D)_{ll'} u_{l'} = ε s δ_{l0} u_0. (6)

The left side belongs to the perfect host. The missing mass acts on it as a force −εMω²u_0 applied at the defect site, and the mode must sustain the motion that produces this force.

For s > s_m every eigenvalue s−ω_j²(k) of s−D is at least s−s_m > 0, so the Green function G(s) = (s−D)⁻¹ exists and is bounded. Applying it to equation (6) gives

u_l = ε s G_{l0}(s) u_0. (7)

If u_0 = 0, the whole displacement vanishes, so every mode above the band moves the defect. Setting l = 0 gives the condition for a nonzero u_0:

det[1 − ε s G_{00}(s)] = 0. (8)

Conversely, a vector u_0 that satisfies u_0 = εsG_{00}u_0 gives, through equation (7), a solution of equation (6). It is normalizable, because a bounded operator acts on a vector confined to one site.

G_{00} is a real symmetric 3×3 matrix. At a site of cubic symmetry, the twofold rotations about the axes reverse the sign of its off-diagonal elements, which must therefore vanish. The threefold rotation about a body diagonal makes the diagonal elements equal. Hence G_{00} = g·1, where g is one third of the trace:

g(s) = (1/3N) Σ_{k,j} 1/[s−ω_j²(k)] = ∫ρ(x)dx/(s−x). (9)

Here N is the number of cells, and ρ is the density of squared frequencies, normalized to one. For a single displacement per atom, the factor 1/3 and the sum over j are absent. Equation (8) reduces to

1 = ε s g(s), (10)

and in the vector crystal each root is threefold degenerate. At a site of lower symmetry the eigenvalues of G_{00} may differ, and each then has its own condition.

The chain result now supplies its Green function without an integral. Any s > 4 is the local-mode frequency for ε = √(1−4/s), by equation (4). Equation (10) then gives g = 1/(εs), or

g(s) = 1/√(s(s−4)) for the chain. (11)

**3. When a root exists**

Write the right side of equation (10), without ε, as

h(s) = s g(s) = ∫ρ(x) s/(s−x) dx. (12)

The derivative of s/(s−x) with respect to s is −x/(s−x)², which is negative for x > 0. So h falls strictly as s rises, and it tends to 1 as s → ∞. As s approaches s_m from above, h rises to a finite or infinite limit, which defines ε_c:

1/ε_c = s_m ∫ρ(x)dx/(s_m−x). (13)

Equation (10) requires h(s) = 1/ε. There is one root if 1 < 1/ε < 1/ε_c, and otherwise none:

a local mode above the band exists if and only if ε_c < ε < 1. (14)

A heavy defect has ε < 0. The right side of equation (10) is then negative, and no mode appears above the band.

The question of a threshold is now whether the integral in equation (13) converges. That depends on how many host modes lie close to the band top.

*One dimension.* With forces of finite range and one displacement per atom, ω²(k) is a finite sum of cosines. Let q be the distance from a maximum. The first derivative vanishes there and the second is bounded, so s_m−ω² ≤ Cq² for some constant C. Therefore

∫dk/(2π) 1/(s_m−ω²) ≥ ∫dq/(2πCq²) = ∞,

and ε_c = 0. The absence of a threshold is not special to nearest-neighbour springs.

*Three dimensions.* Suppose that the band top is reached only at isolated points, and that near each of them every branch obeys s_m−ω_j² ≥ cq² with c > 0. Within a radius Q of such a point, one branch contributes to the k integral at most

∫_0^Q 4πq²dq/[(2π)³cq²] = Q/(2π²c). (15)

Outside these spheres s_m−ω_j² has a positive minimum, so the rest is finite too. Hence 1/ε_c is finite and ε_c > 0. Since h(s_m) > 1, ε_c is also below 1, and a sufficiently light atom does bind a mode. The volume element q²dq leaves too few modes near the band top for a weak defect to build a localized vibration from them.

**4. The simple cubic crystal**

For a definite value, let each Cartesian component of the displacement move independently. A component is coupled by springs K along its own axis and τK along the other two. The transverse springs resist a rigid rotation of the crystal, which real forces do not, so the value of ε_c below belongs to this model. The three components have the same spectrum with the axes permuted, so each gives the same g. For the x component, in units of K/M,

ω²(k) = 2(1−cos k_x) + 2τ(2−cos k_y−cos k_z), s_m = 4+8τ. (16)

The top lies at k = (π,π,π). Put δ = s−s_m, so that

s−ω² = δ + 2(1+cos k_x) + 2τ(2+cos k_y+cos k_z).

Using 1/a = ∫_0^∞e^{−at}dt, the three k integrals separate. Each is a modified Bessel function, I₀(z) = ∫dk/(2π) e^{−z cos k} over one period. With F(z) = e^{−z}I₀(z),

g(s_m+δ) = ∫_0^∞ e^{−δt} F(2t) F(2τt)² dt. (17)

For large z the integral for F comes from k near π, where 1+cos k ≈ q²/2, and F(z) ≈ ∫dq/(2π) e^{−zq²/2} = 1/√(2πz). At the band top the integrand therefore falls as t^{−3/2}, and the integral converges. With d such factors the tail is t^{−d/2}. It diverges for d = 1 and also, logarithmically, for d = 2, so the corresponding square lattice has no threshold either. Because that divergence is only logarithmic, a weak defect's mode lies extremely close to the band there: s−s_m is 0.17, 0.012 and 5×10⁻⁶ for ε = 0.3, 0.2 and 0.1.

For τ = 1 the band top is s_m = 12, and equation (17) gives g(s_m) = 0.25273. Hence

1/ε_c = 12 × 0.25273 = 3.0328, ε_c = 0.3297. (18)

A local mode appears only if the defect is lighter than the host atom by more than about 33%.

**5. Just above the threshold**

Keep τ = 1 and let w = s_m−ω², so that w ≈ q² near the top. The Green function falls below its band-top value g_c by

g_c − g(s_m+δ) = ∫d³k/(2π)³ [1/w − 1/(w+δ)] = ∫d³k/(2π)³ δ/[w(w+δ)].

For small δ the leading part comes from q of order √δ. With q = √δ p it is

√δ/(2π²) ∫_0^∞ dp/(p²+1) = √δ/(4π). (19)

Inserting this in equation (10) gives, to order √δ, 1/ε = 1/ε_c − s_m√δ/(4π), or

√δ = (4π/s_m)(1/ε_c − 1/ε). (20)

Since 1/ε_c−1/ε = (ε−ε_c)/(εε_c), the mode leaves the band quadratically in ε−ε_c. In the chain, equation (4) gives δ = 4ε²/(1−ε²), which is also quadratic at first but starts from ε = 0. At ε = 1.001ε_c, equation (20) gives √δ = 0.003173, and the full secular equation gives 0.003174.

The defect's share of the kinetic energy follows from equation (7). Take u_0 along one axis. Because G is symmetric and dG/ds = −G²,

Σ_l |u_l|² = ε²s²(G²)_{00}u_0² = −ε²s²g′(s)u_0².

This sum gives every atom the weight of a host atom. Subtracting εu_0² corrects the defect's weight, and

W = (1−ε)/[−ε²s²g′(s) − ε]. (21)

Near threshold −g′ = ∫d³k/(2π)³ (w+δ)⁻². The scaling used for equation (19) turns this into 1/(8π√δ), which diverges as δ → 0. So W vanishes in proportion to √δ: the mode spreads over the whole crystal as it merges with the band. At ε = 0.34, just above threshold, W is 0.10 in the cubic crystal, while the chain has 0.51.

**6. Two defects compared**

Take M = 60 u, which is 109373 electron masses, and K = 0.02 hartree/bohr², with τ = 1. In atomic units ħ = 1, and the frequency unit is

√(K/M) = √(0.02/109373) = 4.276×10⁻⁴ hartree.

The cubic band ends at √12 times this, 1.481×10⁻³ hartree or 40.31 meV. A chain with the same K and M ends at twice the unit, 23.27 meV. The threshold mass in the cubic crystal is (1−0.3297) × 60 u = 40.2 u.

*Defect of 45 u.* Here ε = 0.25 and 1/ε = 4. This exceeds 3.033, the largest value of h, so the cubic crystal has no local mode. The chain has one at 1/√(1−0.0625) = 1.0328 times its band top, or 24.04 meV.

*Defect of 30 u.* Here ε = 0.5, and h(s) = 2 has the root s = 13.859. The local frequency in the cubic crystal is

√13.859 × 4.276×10⁻⁴ = 1.592×10⁻³ hartree = 43.32 meV,

which is 1.075 times the band top. Direct diagonalization of a lattice of 8000 atoms gives the same s. The amplitude u_1 of the six nearest neighbours follows from the defect's own equation of motion, (1−ε)s u_0 = 6u_0 − 6u_1:

u_1/u_0 = 1 − 0.5 × 13.859/6 = −0.155.

The defect carries 73% of the kinetic energy. In the chain the mode lies at 1.155 times the band top, the neighbour ratio is −1/3 by equation (3), and the defect carries 67%. The cubic mode lies relatively closer to its band and is nevertheless the more concentrated of the two.

**7. What a finite crystal shows**

A periodic crystal of N atoms has discrete levels, and a light defect raises the highest one even below threshold. This can be mistaken for a local mode. Let the number of atoms along each edge be even, so that k = (π,π,π) is an allowed wave vector, and separate its term from the sum in g:

1/ε = (s_m+δ)[1/(Nδ) + (1/N)Σ′ 1/(s−ω²)]. (22)

The prime omits the band-top term. Below threshold and for large N, the remaining sum tends to g_c. Then s_m/(Nδ) ≈ 1/ε−1/ε_c, and

δ ≈ s_m/[N(1/ε−1/ε_c)]. (23)

The rise vanishes as 1/N, whereas above threshold δ tends to a nonzero limit. For ε = 0.25, diagonalization gives δ = 0.00962 for 1000 atoms and 0.00136 for 8000. The defect's share falls from 0.0076 to 0.0012. N times the share is 7.6 and 9.8, and it rises ever more slowly with size (11.2 for 40 atoms along an edge, 12.2 for 120), so in large crystals the share falls as 1/N, as it should for an extended vibration.

At these sizes equation (23) is still rough. It gives 12/(8000 × 0.967) = 0.00155 for the larger crystal, about 14% above the computed value. The primed sum differs from its limit by a term of order 1/L, where L is the number of atoms along an edge, because a mesh of spacing 2π/L cannot resolve the singularity 1/q². Most of the term comes from the omitted cell around the band top, and the rest from the coarse sampling of the cells near it. Removing this term by extrapolation from the two sizes gives 1/(Nδ) = 0.0803, against 0.0806 from equation (23).

**8. When a three-dimensional crystal has no threshold**

The condition of isolated maxima in Section 3 cannot be dropped. At τ = 0 the model separates into uncoupled chains. The frequencies of the x component no longer depend on k_y and k_z, the band top is reached on a whole plane of wave vectors, and ε_c = 0 although the lattice is three-dimensional. This limit is only marginally stable, since the chains can slide past one another at no cost in energy, so it marks the edge of the stable crystals of Section 2 rather than an example of one.

Weak coupling restores a small threshold. At s = s_m and fixed k_y and k_z, the integral over k_x is the chain Green function at a distance b above the chain's band top, where b = 2τ(2+cos k_y+cos k_z). By equation (11) it equals 1/√(b(b+4)), which is about 1/(2√b) for small τ. Averaging over k_y and k_z gives

g(s_m) ≈ A/(2√(2τ)), A = ⟨(2+cos k_y+cos k_z)^{−1/2}⟩. (24)

A is finite, because near its singular point the integrand behaves as 1/q and the area element is q dq. With s_m ≈ 4,

ε_c ≈ √(τ/2)/A = 0.778√τ. (25)

At τ = 0.01 this gives 0.078, and equation (13) gives 0.077. At τ = 0.1 the two values are 0.246 and 0.212, so the leading term is no longer accurate. In this model the threshold therefore shrinks to zero as the coupling between the chains is removed.

The argument also rests on unchanged force constants. If the defect alters its springs, equation (6) acquires terms on the neighbouring sites, and the mass deficit alone no longer decides whether a mode exists. In the cubic model with τ = 1, softening the six springs of the defect to 0.6K removes the mode at ε = 0.5, and stiffening them to 1.4K creates one at ε = 0.25. Unchanged springs describe an isotope well, but defects of 45 u or 30 u in a host of 60 u would be other elements, which in general change the springs, so the numbers of Section 6 illustrate the mass effect alone. The numerical check checks the matrix equation (8) on a face-centred cubic crystal with central forces, where the three highest levels coincide with the predicted threefold root.

Computed values

```
host mass M = 60 u = 109373.3 electron masses
spring K = 0.02 hartree/bohr^2
sqrt(K/M) = 4.276213e-04 hartree
cubic band top = 1.481324e-03 hartree = 40.309 meV
chain band top = 8.552426e-04 hartree = 23.272 meV
cubic g at band top = 0.252731 M/K (time integral)
cubic g at band top = 0.252732 M/K (k sums)
cubic s_m*g(s_m) = 3.032772 (dimensionless)
cubic threshold eps_c = 0.329731 (dimensionless)
cubic threshold defect mass = 40.216 u
Local mode: omega/omega_m and defect share of kinetic energy
eps=0.02 chain 1.000200 share 0.0392; cubic no mode
eps=0.25 chain 1.032796 share 0.4000; cubic no mode
eps=0.34 chain 1.063349 share 0.5075; cubic 1.000392 share 0.0988
eps=0.50 chain 1.154701 share 0.6667; cubic 1.074668 share 0.7306
eps=0.80 chain 1.666667 share 0.8889; cubic 1.612645 share 0.9530
chain, defect 45 u: 8.832907e-04 hartree = 24.036 meV
chain, defect 30 u: 9.875491e-04 hartree = 26.873 meV
cubic, defect 30 u: 1.591931e-03 hartree = 43.319 meV
same mode: s = 13.858932 K/M (secular equation)
same mode: s = 13.858932 K/M (8000-atom lattice)
same mode: neighbour/defect amplitude = -0.15491
Cubic, eps=0.25, finite lattice: rise of top level and share
N=1000: rise 0.009618 K/M, share 0.007635
N=8000: rise 0.001356 K/M, share 0.001223
1/(N*rise) extrapolated = 0.08032 M/K
1/(N*rise) predicted = 0.08060 M/K
eps=1.001*eps_c: sqrt(delta) = 0.003174 sqrt(K/M)
square-root law: sqrt(delta) = 0.003173 sqrt(K/M)
Threshold against transverse/longitudinal spring ratio tau
tau=1.0000: eps_c = 0.329731
tau=0.1000: eps_c = 0.212250
tau=0.0100: eps_c = 0.076532
tau=0.0010: eps_c = 0.024555
tau=0.0001: eps_c = 0.007776
limit of eps_c/sqrt(tau) = 0.7781 (dimensionless)
fcc, 216 atoms, eps=0.6: band top 8.000000 K/M
fcc secular root = 11.526952 K/M
fcc three highest levels = 11.526952, 11.526952, 11.526952 K/M
```
